**Island density with mobile dimers: crossover from F^(1/3) to F^(2/5)**

The program studies the density N of islands of three or more atoms when adatoms (diffusion coefficient D1) and dimers (D2) move and larger clusters are immobile and stable. For flux F, deposited density Θ, and capture numbers σp (pairs of small clusters) and σi (islands), the result under test is N³/3 + N⁵/(5Nc²) = σpFΘ/(σi²D1), with Nc² = σp(D1+D2)F/(σi²D1D2). It integrates the full rate equations and asserts, at very low flux and for D2/D1 from 10⁻⁸ to 1, that densities agree with the closed formulas within 0.2% and that flux and coverage exponents agree within 0.001. It also asserts that the flux exponent at high flux stays below 0.39 and no longer responds to dimer mobility; the output shows 0.218. The capture number of a disc is compared with a numerical solution of the radial diffusion equation, and the logarithmic correction to the exponent with an integration using self-consistent capture numbers. For rough parameters in the regime of copper on Cu(100) at 240 K, the full equations give N = 1.44 × 10¹² cm⁻² and a local flux exponent of 0.382. The output also shows the effects of trimer motion, cluster breakup, variable capture numbers and a higher dimer barrier.

## Numerical check

```python
"""
Island density in epitaxial growth with mobile dimers and immobile, stable trimers.
Result under test, at fixed deposited density Theta = F t:
    N^3/3 + N^5/(5 Nc^2) = sp F Theta / (si^2 D1),
    Nc^2 = sp (D1 + D2) F / (si^2 D1 D2),
so that N ~ F^(2/5) when u = N^2/Nc^2 >> 1, and N ~ F^(1/3) when u << 1.
F: flux; D1, D2: diffusion coefficients of adatoms and dimers; N: density of
islands of three or more atoms; sp: capture number of a pair of small clusters;
si: capture number of an island. Lengths in nm, times in s, energies in eV.
The reference is the full set of rate equations, integrated numerically.
"""
import numpy as np
import sympy as sy
from scipy import constants
from scipy.integrate import odeint, solve_ivp, solve_bvp
from scipy.optimize import brentq
from scipy.special import k0, k1

# ---------- full rate equations, built from the list of reactions ----------
n1, n2, n3, m = sy.symbols("n1 n2 n3 m")      # adatoms, dimers, trimers, larger
F, D1, D2, D3, b2, b3, sp, si = sy.symbols("F D1 D2 D3 b2 b3 sp si")
reactions = [                                  # rate, change of (n1, n2, n3, m)
    (F, (1, 0, 0, 0)),
    (sp * D1 * n1**2, (-2, 1, 0, 0)),
    (sp * (D1 + D2) * n1 * n2, (-1, -1, 1, 0)),
    (sp * D2 * n2**2, (0, -2, 0, 1)),
    (si * (D1 + D3) * n1 * n3, (-1, 0, -1, 1)),
    (si * (D2 + D3) * n2 * n3, (0, -1, -1, 1)),
    (si * D3 * n3**2, (0, 0, -2, 1)),
    (si * D1 * n1 * m, (-1, 0, 0, 0)),
    (si * D2 * n2 * m, (0, -1, 0, 0)),
    (si * D3 * n3 * m, (0, 0, -1, 0)),
    (b2 * n2, (2, -1, 0, 0)),                  # dimer breakup
    (b3 * n3, (1, 1, -1, 0)),                  # trimer breakup
]
species = [n1, n2, n3, m]
rhs = [sum(rate * change[j] for rate, change in reactions) / F for j in range(4)]
jac = [[sy.diff(f, s) for s in species] for f in rhs]
arguments = species + [F, D1, D2, D3, b2, b3, sp, si]
rhs_num = sy.lambdify(arguments, rhs, modules="math")
jac_num = sy.lambdify(arguments, jac, modules="math")

SP, SI = 3.0, 5.0                              # constant capture numbers


def full_model(flux, d1, d2, theta_dep, d3=0.0, break2=0.0, break3=0.0):
    """Return adatom, dimer and island densities at deposited density theta_dep."""
    p = (flux, d1, d2, d3, break2, break3, SP, SI)
    sol, info = odeint(lambda y, t: rhs_num(*y, *p), [0.0] * 4, [0.0, theta_dep],
                       Dfun=lambda y, t: jac_num(*y, *p), rtol=1e-8, atol=1e-24,
                       mxstep=100000, full_output=True)
    assert "successful" in info["message"], info["message"]
    y = sol[-1]
    return y[0], y[1], y[2] + y[3]


def law_two_fifths(flux, d1, d2, theta_dep):
    return (5 * SP**2 * (d1 + d2) * flux**2 * theta_dep
            / (SI**4 * d1**2 * d2)) ** 0.2


def crossover(flux, d1, d2, theta_dep):
    """Return island density and u from the closed crossover formula."""
    nc2 = SP * (d1 + d2) * flux / (SI**2 * d1 * d2)
    top = law_two_fifths(flux, d1, d2, theta_dep)
    q = 5 * nc2 / (3 * top**2)
    z = brentq(lambda v: v**5 + q * v**3 - 1, 0.0, 1.0, xtol=1e-15)
    return z * top, (z * top) ** 2 / nc2


def flux_exponent_formula(u):
    return (1 / 3 + 2 * u / 5) / (1 + u)


def log_slope(function, x, h=0.1):
    return np.log(function(x * np.exp(h)) / function(x * np.exp(-h))) / (2 * h)


# ---------- example parameters: rough values, copper on Cu(100) regime ----------
a = 0.25                                       # nm, site spacing
T = 240.0                                      # K
flux_ml, cover = 1e-3, 0.1                     # ML/s, ML
prefactor = 1e13                               # 1/s, all four hops together
E1, E2, E3, EB = 0.40, 0.45, 0.60, 0.70        # eV
kB = constants.k / constants.e                 # eV/K


def diffusion(barrier, temp):
    return prefactor * a**2 / 4 * np.exp(-barrier / (kB * temp))


def breakup(temp):                             # two end atoms, three of four hops
    return 1.5 * prefactor * np.exp(-EB / (kB * temp))


flux, dep = flux_ml / a**2, cover / a**2
d1, d2, d3 = (diffusion(E, T) for E in (E1, E2, E3))

# ---------- test: crossover from 1/3 to 2/5 at very low flux ----------
low = flux * 1e-12
scan = []
for ratio in (1e-8, 1e-6, 1e-4, 1e-2, 1.0):
    x1, x2, dens = full_model(low, d1, ratio * d1, dep)
    pred, u = crossover(low, d1, ratio * d1, dep)
    slope = log_slope(lambda f: full_model(f, d1, ratio * d1, dep)[2], low)
    assert abs(dens / pred - 1) < 2e-3, (ratio, dens, pred)
    assert abs(slope - flux_exponent_formula(u)) < 1e-3, (ratio, slope, u)
    assert abs(x1 * SI * d1 * dens / low - 1) < 2e-3
    dimer = SP * d1 * x1**2 / (SI * ratio * d1 * dens + SP * (1 + ratio) * d1 * x1)
    assert abs(x2 / dimer - 1) < 2e-3
    cov_slope = log_slope(lambda c: full_model(low, d1, ratio * d1, c)[2], dep)
    assert abs(cov_slope - (1 / 3 + u / 5) / (1 + u)) < 1e-3
    scan.append((ratio, u, slope, cov_slope))
assert abs(scan[-1][2] - 0.4) < 1e-3
assert abs(scan[-1][3] - 0.2) < 1e-3
assert abs(scan[0][2] - 1 / 3) < 3e-3

# ---------- test: dimer mobility alone cannot enforce 2/5 at high flux ----------
fast = 1e-3 * d1 / a**4
capped = [log_slope(lambda f: full_model(f, d1, r * d1, dep)[2], fast)
          for r in (1e3, 1e5)]
assert abs(capped[0] - capped[1]) < 2e-3 and capped[1] < 0.39, capped


# ---------- test: capture number of a disc from the radial diffusion equation ----
def capture(x):
    return 2 * np.pi * x * k1(x) / k0(x)


for x in (0.08, 0.4):
    r = x + np.concatenate(([0.0], np.geomspace(1e-3, 25, 200)))
    guess = np.array([np.exp(x - r), -np.exp(x - r)])
    sol = solve_bvp(lambda s, w: np.vstack((w[1], w[0] - w[1] / s)),
                    lambda wa, wb: np.array([wa[0] - 1, wb[0]]),
                    r, guess, tol=1e-7, max_nodes=20000)
    assert sol.success
    assert abs(-2 * np.pi * x * sol.sol(x)[1] / capture(x) - 1) < 1e-4

# ---------- coverage- and density-dependent capture numbers ----------
log_cov = np.linspace(np.log(1e-3), np.log(cover), 80)
si_table = np.array([brentq(lambda s: capture(np.sqrt(s * np.exp(c) / np.pi)) - s,
                            0.1, 60) for c in log_cov])


def variable_capture(f):
    """Island density with self-consistent capture numbers (quasi-steady)."""
    def growth(c, y):
        s_i = np.interp(c, log_cov, si_table)
        dens = np.exp(y[0])
        s_p = capture(a * np.sqrt(s_i * dens))
        u = dens**2 * s_i**2 * d1 * d2 / (s_p * (d1 + d2) * f)
        rate = s_p * f / (s_i**2 * d1 * dens**2 * (1 + u))
        return [rate * np.exp(c) / a**2 / dens]
    start = np.log(crossover(f, d1, d2, 1e-3 / a**2)[0])
    out = solve_ivp(growth, (log_cov[0], log_cov[-1]), [start], method="LSODA",
                    rtol=1e-8, atol=1e-10)
    assert out.success
    return np.exp(out.y[0, -1])


dens_var = variable_capture(flux)
slope_var = log_slope(variable_capture, flux)
slope_var_low = log_slope(variable_capture, low)
log_factor = k0(a * np.sqrt(si_table[-1] * variable_capture(low)))
slope_log_formula = 0.4 / (1 - 1 / (5 * log_factor))
assert abs(slope_var_low - slope_log_formula) < 1e-3
assert 0.4 < slope_var_low < slope_var

# ---------- worked example ----------
x1, x2, dens = full_model(flux, d1, d2, dep)
pred, u = crossover(flux, d1, d2, dep)
slope = log_slope(lambda f: full_model(f, d1, d2, dep)[2], flux)
dens10 = full_model(10 * flux, d1, d2, dep)[2]
assert abs(dens / pred - 1) < 0.06
assert abs(slope - flux_exponent_formula(u)) < 0.02

kb = breakup(T)
dens_ext = full_model(flux, d1, d2, dep, d3, kb, kb)[2]
slope_ext = log_slope(lambda f: full_model(f, d1, d2, dep, d3, kb, kb)[2], flux)
assert abs(dens_ext / dens - 1) < 0.1


def breakup_ratio(temp):                       # trimer breakup over trimer growth
    nt = crossover(flux, diffusion(E1, temp), diffusion(E2, temp), dep)[0]
    return breakup(temp) * nt / flux


T_limit = brentq(lambda t: np.log(breakup_ratio(t)), 200, 350)
d2_slow = diffusion(E2 + 0.05, T)
u_slow = crossover(flux, d1, d2_slow, dep)[1]
dens_slow = full_model(flux, d1, d2_slow, dep)[2]
slope_slow = log_slope(lambda f: full_model(f, d1, d2_slow, dep)[2], flux)

print(f"site spacing {a} nm, temperature {T:.0f} K, prefactor {prefactor:.0e} 1/s")
print(f"barriers: adatom {E1:.2f}, dimer {E2:.2f}, trimer {E3:.2f}, breakup {EB:.2f} eV")
print(f"flux {flux_ml} ML/s = {flux:.4f} nm^-2 s^-1")
print(f"coverage {cover} ML = {dep:.3f} nm^-2")
print(f"capture numbers: pair {SP}, island {SI}")
print(f"D1 = {d1:.1f} nm^2/s")
print(f"D2 = {d2:.2f} nm^2/s, D2/D1 = {d2 / d1:.4f}")
print(f"F/(D1 Theta^2) = {flux / (d1 * dep**2):.3e}, "
      f"cube root {(flux / (d1 * dep**2)) ** (1 / 3):.4f}")
print("Very low flux (example flux times 1e-12), full rate equations:")
for ratio, uu, s, c in scan:
    print(f"  D2/D1 {ratio:.0e}: u {uu:.3e}, flux exponent {s:.4f}, "
          f"coverage exponent {c:.4f}")
print(f"High flux F a^4/D1 = {fast * a**4 / d1:.0e}: flux exponent "
      f"{capped[0]:.4f} at D2/D1 = 1e3, {capped[1]:.4f} at 1e5")
print("Worked example:")
print(f"  N from 2/5 law        {law_two_fifths(flux, d1, d2, dep):.5f} nm^-2")
print(f"  N from crossover      {pred:.5f} nm^-2")
print(f"  N from full equations {dens:.5f} nm^-2 = {dens * 1e14:.3e} cm^-2")
print(f"  Nc = {pred / np.sqrt(u):.5f} nm^-2, u = {u:.2f}")
print(f"  adatoms n1 {x1:.3e} nm^-2, dimers n2 {x2:.3e} nm^-2, n1/N {x1 / dens:.4f}")
print(f"  flux exponent: crossover {flux_exponent_formula(u):.4f}, full {slope:.4f}")
print(f"  N at ten times the flux {dens10:.5f} nm^-2, ratio {dens10 / dens:.3f}, "
      f"10^(2/5) = {10**0.4:.3f}")
print(f"  island spacing N^(-1/2) = {dens**-0.5:.2f} nm, "
      f"atoms per island {dep / dens:.0f}")
print("Neglected effects:")
print(f"  breakup rate {kb:.4f} 1/s, trimer growth rate F/N {flux / dens:.3f} 1/s")
print(f"  dimer capture rate by islands {SI * d2 * dens:.2f} 1/s")
print(f"  trimer capture rate by islands {SI * d3 * dens:.5f} 1/s")
print(f"  with trimer motion and breakup: N {dens_ext:.5f} nm^-2, "
      f"exponent {slope_ext:.4f}")
print(f"  trimer breakup equals growth at {T_limit:.0f} K")
print(f"  self-consistent capture numbers: island {si_table[-1]:.2f}, "
      f"pair {capture(a * np.sqrt(si_table[-1] * dens_var)):.2f}")
print(f"  with them: N {dens_var:.5f} nm^-2, exponent {slope_var:.4f}")
print(f"  same at very low flux: exponent {slope_var_low:.4f}, "
      f"log formula {slope_log_formula:.4f}, L {log_factor:.2f}")
print(f"  dimer barrier {E2 + 0.05:.2f} eV: u {u_slow:.2f}, N {dens_slow:.5f} nm^-2, "
      f"exponent {slope_slow:.4f}")
radius = np.sqrt(cover / (np.pi * dens))
print(f"  mean island radius {radius:.2f} nm, over half spacing "
      f"{2 * radius * np.sqrt(dens):.2f}")
print("finished without a failed check")
```

Printed output:

```
site spacing 0.25 nm, temperature 240 K, prefactor 1e+13 1/s
barriers: adatom 0.40, dimer 0.45, trimer 0.60, breakup 0.70 eV
flux 0.001 ML/s = 0.0160 nm^-2 s^-1
coverage 0.1 ML = 1.600 nm^-2
capture numbers: pair 3.0, island 5.0
D1 = 622.6 nm^2/s
D2 = 55.49 nm^2/s, D2/D1 = 0.0891
F/(D1 Theta^2) = 1.004e-05, cube root 0.0216
Very low flux (example flux times 1e-12), full rate equations:
  D2/D1 1e-08: u 1.940e-02, flux exponent 0.3346, coverage exponent 0.3308
  D2/D1 1e-06: u 1.324e+00, flux exponent 0.3713, coverage exponent 0.2574
  D2/D1 1e-04: u 2.841e+01, flux exponent 0.3977, coverage exponent 0.2045
  D2/D1 1e-02: u 4.573e+02, flux exponent 0.3998, coverage exponent 0.2003
  D2/D1 1e+00: u 4.817e+03, flux exponent 0.3999, coverage exponent 0.2001
High flux F a^4/D1 = 1e-03: flux exponent 0.2184 at D2/D1 = 1e3, 0.2184 at 1e5
Worked example:
  N from 2/5 law        0.01562 nm^-2
  N from crossover      0.01486 nm^-2
  N from full equations 0.01439 nm^-2 = 1.439e+12 cm^-2
  Nc = 0.00614 nm^-2, u = 5.86
  adatoms n1 3.465e-04 nm^-2, dimers n2 4.763e-05 nm^-2, n1/N 0.0241
  flux exponent: crossover 0.3903, full 0.3820
  N at ten times the flux 0.03421 nm^-2, ratio 2.377, 10^(2/5) = 2.512
  island spacing N^(-1/2) = 8.34 nm, atoms per island 111
Neglected effects:
  breakup rate 0.0300 1/s, trimer growth rate F/N 1.112 1/s
  dimer capture rate by islands 3.99 1/s
  trimer capture rate by islands 0.00283 1/s
  with trimer motion and breakup: N 0.01430 nm^-2, exponent 0.3852
  trimer breakup equals growth at 279 K
  self-consistent capture numbers: island 4.89, pair 2.29
  with them: N 0.01794 nm^-2, exponent 0.4097
  same at very low flux: exponent 0.4090, log formula 0.4097, L 8.41
  dimer barrier 0.50 eV: u 1.10, N 0.02028 nm^-2, exponent 0.3613
  mean island radius 1.49 nm, over half spacing 0.36
finished without a failed check
```
